**Photon-limited stress precision of a silicon Raman line**

The program tests the result δs = W / (|b| √(2N)), where δs is the standard deviation of the equal biaxial stress, W the full width of the Lorentzian line, N the expected counts and b the line shift per unit stress. It asserts that the information matrix, computed from finite differences of the log density, gives the same centre precision and has no cross terms between the centre and the height or width. It fits 3000 simulated Poisson spectra and asserts that the scatter of the centres agrees with the pixel bound within 6%; the output shows 0.00691 against 0.00676 cm⁻¹. The mean error of these fits is about 2.5 standard errors from zero, inside the asserted limit of five standard errors based on the pixel bound. The calibration is asserted against a numerical solution of the elastic equations and a derivative of the phonon frequency, which give −4.57 cm⁻¹/GPa. For 100000 counts and a width of 3 cm⁻¹, the stress precision is about 1.5 MPa. The program also asserts the shift 4g/Q of a Lorentzian fit to a weakly asymmetric Fano line, where g = W/2 and Q is the asymmetry parameter. With the rough inputs used, a 1 K temperature error gives a false stress of 4.8 MPa, and a Fano asymmetry of Q = 100 gives 13 MPa.

## Numerical verification

```python
"""Photon-limited stress precision from a background-free silicon Raman line.

Result under test: stress_sd = W / (|b| sqrt(2 N)).
W: Lorentzian full width at half maximum (cm^-1); g = W/2: half width.
N: expected counts in the whole line.
b: shift per equibiaxial stress (cm^-1/GPa) for (001) backscattering,
b = w0 (K12 C11 - K11 C12) / ((C11 - C12)(C11 + 2 C12)).
w0: phonon wavenumber; C11, C12: stiffnesses (GPa);
K11, K12: phonon deformation potentials divided by w0^2.
Material inputs are rough typical values for silicon.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import voigt_profile

N = 100000
W = 3.0
g = W / 2
w0 = 520.0
C11, C12 = 166.0, 64.0
K11, K12 = -1.85, -2.3

# Derived formulas
centre_sd = W / np.sqrt(2 * N)
denominator = (C11 - C12) * (C11 + 2 * C12)
S11 = (C11 + C12) / denominator
S12 = -C12 / denominator
b = w0 * (K12 * C11 - K11 * C12) / denominator
stress_sd = 1000 * centre_sd / abs(b)       # MPa
strain_sd = (S11 + S12) * stress_sd / 1000
counts_1mpa = W**2 / (2 * (b * 0.001)**2)

# Information matrix per count from finite differences of the log density.
# Equal steps in angle carry equal Lorentzian probability.
n_angle = 40000
angle = -np.pi / 2 + np.pi * (np.arange(n_angle) + 0.5) / n_angle
position = g * np.tan(angle)


def log_density(parameters):
    log_amplitude, centre, half_width = parameters
    return log_amplitude + np.log(
        half_width / np.pi / ((position - centre)**2 + half_width**2))


base = np.array([0.0, 0.0, g])
step = 1e-4
scores = np.array([(log_density(base + step * unit)
                    - log_density(base - step * unit)) / (2 * step)
                   for unit in np.eye(3)])
information = scores @ scores.T / n_angle
numeric_sd = np.sqrt(np.linalg.inv(information)[1, 1] / N)
assert abs(information[1, 1] * W**2 / 2 - 1) < 1e-5
assert abs(information[1, 0]) < 1e-6 and abs(information[1, 2]) < 1e-6
assert abs(numeric_sd / centre_sd - 1) < 1e-5


def information_density(x):
    return g / np.pi * 4 * x**2 / (x**2 + g**2)**3


inner_fraction = (quad(information_density, -g, g)[0]
                  / quad(information_density, -np.inf, np.inf)[0])
assert abs(inner_fraction - 0.5) < 1e-7

# Simulated spectra: fit amplitude, centre and width by maximum likelihood.
pixel = 0.5
half_window = 50.0
true_centre = 0.13
edges = np.linspace(-half_window, half_window,
                    int(round(2 * half_window / pixel)) + 1)
middles = (edges[1:] + edges[:-1]) / 2


def pixel_model(amplitude, centre, half_width):
    u = edges - centre
    fraction = np.diff(np.arctan(u / half_width) / np.pi)
    density = half_width / np.pi / (u**2 + half_width**2)
    width_term = u / np.pi / (u**2 + half_width**2)
    jacobian = np.array([fraction, -amplitude * np.diff(density),
                         -amplitude * np.diff(width_term)])
    return amplitude * fraction, jacobian


mean_counts, jac = pixel_model(N, true_centre, g)
pixel_sd = np.sqrt(np.linalg.inv((jac / mean_counts) @ jac.T)[1, 1])
assert centre_sd < pixel_sd < 1.02 * centre_sd

rng = np.random.default_rng(12345)
n_spectra = 3000
fits = np.empty(n_spectra)
centroids = np.empty(n_spectra)
for k in range(n_spectra):
    counts = rng.poisson(mean_counts)
    guess = np.array([counts.sum(), middles[np.argmax(counts)], 1.3])
    for _ in range(8):
        model, jac = pixel_model(*guess)
        weighted = jac / model
        change = np.linalg.solve(weighted @ jac.T,
                                 weighted @ (counts - model))
        guess = guess + change
    assert abs(change[1]) < 1e-6
    fits[k] = guess[1]
    centroids[k] = counts @ middles / counts.sum()
fit_sd = fits.std(ddof=1)
fit_bias = fits.mean() - true_centre
centroid_sd = centroids.std(ddof=1)
# Sampling error of a standard deviation is about 1.3 percent here.
assert abs(fit_sd / pixel_sd - 1) < 0.06
assert abs(fit_bias) < 5 * pixel_sd / np.sqrt(n_spectra)
inside = 2 / np.pi * np.arctan(half_window / g)
second_moment = 2 * g / np.pi * (
    half_window - g * np.arctan(half_window / g)) / inside
centroid_formula = np.sqrt(second_moment / (N * inside))
assert abs(centroid_sd / centroid_formula - 1) < 0.06

# Only the z-polarized phonon scatters for in-plane polarizations.
raman = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    raman[i, j, k] = raman[i, k, j] = 1.0
incoming = np.array([np.cos(0.3), np.sin(0.3), 0.0])
outgoing = np.array([np.cos(0.8), np.sin(0.8), 0.0])
amplitudes = np.array([incoming @ tensor @ outgoing for tensor in raman])
assert np.allclose(amplitudes[:2], 0) and abs(amplitudes[2]) > 0.1

# Calibration from the elastic equations and the unlinearized frequency.
stiffness = np.full((3, 3), C12) + (C11 - C12) * np.eye(3)


def z_frequency(stress):
    strain = np.linalg.solve(stiffness, np.array([stress, stress, 0.0]))
    return w0 * np.sqrt(1 + K11 * strain[2] + K12 * (strain[0] + strain[1]))


b_numeric = (z_frequency(0.01) - z_frequency(-0.01)) / 0.02
assert abs(b_numeric / b - 1) < 1e-6
b_from_compliance = w0 * (K11 * S12 + K12 * (S11 + S12))
assert abs(b_from_compliance / b_numeric - 1) < 1e-6

# Background and instrument broadening, by direct information integrals.
x = np.arange(-300, 300.005, 0.01)


def grid_sd(line, background=0.0):
    slope = np.gradient(line, x)
    return 1 / np.sqrt(np.sum(slope**2 / (line + background)) * 0.01)


lorentz = N * voigt_profile(x, 0.0, g)
assert abs(grid_sd(lorentz) / centre_sd - 1) < 1e-3
background_fraction = 0.01
background_sd = grid_sd(lorentz, background_fraction * lorentz.max())
gauss_fwhm = 1.0
gauss_sigma = gauss_fwhm / np.sqrt(8 * np.log(2))
voigt_sd = grid_sd(N * voigt_profile(x, gauss_sigma, g))
assert background_sd > centre_sd and voigt_sd > centre_sd

# Bias of a Lorentzian fit to a weakly asymmetric Fano line.
# The flat part of the Fano profile is removed before the fit.
fano_q = 100.0


def fano_score(centre):
    def integrand(theta):
        e = np.tan(theta)
        u = g * e - centre
        weight = (1 - 1 / fano_q**2 + 2 * e / fano_q) / np.pi
        return weight * 2 * u / (u**2 + g**2)
    return quad(integrand, -np.pi / 2, np.pi / 2, epsabs=1e-11)[0]


fano_shift = brentq(fano_score, -0.5, 0.5)
fano_formula = 4 * g / fano_q
assert abs(fano_shift / fano_formula - 1) < 0.01

# Other effects for the example's own numbers
reference_stress_sd = np.hypot(stress_sd, stress_sd)
temperature_slope = -0.022
temperature_error = 1.0
thermal_shift = temperature_slope * temperature_error
thermal_stress = 1000 * abs(thermal_shift / b)
equal_temperature = centre_sd / abs(temperature_slope)
scale_error = 0.10
equal_stress = stress_sd / scale_error
fano_stress = 1000 * abs(fano_shift / b)

print(f"Expected counts N: {N}")
print(f"Full width W: {W:.1f} cm^-1; half width g: {g:.1f} cm^-1")
print(f"Phonon wavenumber w0 (rough): {w0:.0f} cm^-1")
print(f"C11, C12 (rough): {C11:.0f}, {C12:.0f} GPa")
print(f"K11, K12 (rough): {K11:.2f}, {K12:.2f} (no unit)")
print(f"S11, S12: {S11:.6f}, {S12:.6f} GPa^-1")
print(f"Information per count: {information[1, 1]:.5f} cm^2")
print(f"Total information: {N * information[1, 1]:.1f} cm^2")
print(f"Information inside half maximum: {inner_fraction:.4f}")
print(f"Centre precision: {centre_sd:.6f} cm^-1")
print(f"Calibration b: {b:.4f} cm^-1/GPa")
print(f"b from elastic equations: {b_numeric:.4f} cm^-1/GPa")
print(f"STRESS PRECISION: {stress_sd:.3f} MPa")
print(f"Equivalent in-plane strain: {strain_sd:.3e}")
print(f"Counts for 1 MPa: {counts_1mpa:.0f}")
print(f"Simulated spectra: {n_spectra}")
print(f"Pixel: {pixel:.1f} cm^-1; half window: {half_window:.0f} cm^-1")
print(f"Bound with pixels: {pixel_sd:.6f} cm^-1")
print(f"Scatter of fitted centres: {fit_sd:.6f} cm^-1")
print(f"Mean error of fitted centres: {fit_bias:.6f} cm^-1")
print(f"Scatter of centroids: {centroid_sd:.5f} cm^-1")
print(f"Centroid scatter, formula: {centroid_formula:.5f} cm^-1")
print(f"Background / peak height: {background_fraction:.2f}")
print(f"Precision with background: {background_sd:.6f} cm^-1")
print(f"Stress with background: {1000*background_sd/abs(b):.3f} MPa")
print(f"Added Gaussian full width: {gauss_fwhm:.1f} cm^-1")
print(f"Precision with broadening: {voigt_sd:.6f} cm^-1")
print(f"Stress with broadening: {1000*voigt_sd/abs(b):.3f} MPa")
print(f"With equal-count reference: {reference_stress_sd:.3f} MPa")
print(f"Thermal slope (rough): {temperature_slope:.3f} cm^-1/K")
print(f"Temperature error assumed: {temperature_error:.1f} K")
print(f"Its false stress, magnitude: {thermal_stress:.2f} MPa")
print(f"Temperature error equal to noise: {equal_temperature:.3f} K")
print(f"Calibration scale error assumed: {100*scale_error:.0f} %")
print(f"Stress where it equals noise: {equal_stress:.1f} MPa")
print(f"Fano parameter Q assumed: {fano_q:.0f}")
print(f"Fano fit shift, score equation: {fano_shift:.5f} cm^-1")
print(f"Fano fit shift, 4g/Q: {fano_formula:.5f} cm^-1")
print(f"Fano false stress, magnitude: {fano_stress:.2f} MPa")
print("OK")
```

Printed output:

```
Expected counts N: 100000
Full width W: 3.0 cm^-1; half width g: 1.5 cm^-1
Phonon wavenumber w0 (rough): 520 cm^-1
C11, C12 (rough): 166, 64 GPa
K11, K12 (rough): -1.85, -2.30 (no unit)
S11, S12: 0.007670, -0.002134 GPa^-1
Information per count: 0.22222 cm^2
Total information: 22222.2 cm^2
Information inside half maximum: 0.5000
Centre precision: 0.006708 cm^-1
Calibration b: -4.5674 cm^-1/GPa
b from elastic equations: -4.5674 cm^-1/GPa
STRESS PRECISION: 1.469 MPa
Equivalent in-plane strain: 8.130e-06
Counts for 1 MPa: 215710
Simulated spectra: 3000
Pixel: 0.5 cm^-1; half window: 50 cm^-1
Bound with pixels: 0.006762 cm^-1
Scatter of fitted centres: 0.006909 cm^-1
Mean error of fitted centres: 0.000312 cm^-1
Scatter of centroids: 0.02205 cm^-1
Centroid scatter, formula: 0.02176 cm^-1
Background / peak height: 0.01
Precision with background: 0.006821 cm^-1
Stress with background: 1.493 MPa
Added Gaussian full width: 1.0 cm^-1
Precision with broadening: 0.007129 cm^-1
Stress with broadening: 1.561 MPa
With equal-count reference: 2.077 MPa
Thermal slope (rough): -0.022 cm^-1/K
Temperature error assumed: 1.0 K
Its false stress, magnitude: 4.82 MPa
Temperature error equal to noise: 0.305 K
Calibration scale error assumed: 10 %
Stress where it equals noise: 14.7 MPa
Fano parameter Q assumed: 100
Fano fit shift, score equation: 0.06001 cm^-1
Fano fit shift, 4g/Q: 0.06000 cm^-1
Fano false stress, magnitude: 13.14 MPa
OK
```
